# How Weak Angular Kicks Spread an Ion Beam with Depth: test program

```python
"""
Result under test: independent weak angular kicks of constant strength give
    y_rms(x) = sqrt(T/3) * x**1.5
x: depth along the beam; y: displacement along ONE transverse axis;
T: growth per unit depth of the variance of the angle projected on y.
Example: protons in Ga2O3 taken as a random medium. Only ions without any
single kick above a fixed angle (the cut) are counted.
One kick: theta(b) = Z k/(E a) * K1(b/a), for the potential Z k exp(-r/a)/r,
b: impact parameter, a: screening length, E: ion energy, k = e^2/(4 pi eps0).
Lengths in nm, energies in eV, angles in rad unless a label says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import k0, k1, kn

# ---------- inputs ----------
ENERGY = 1.0e6            # eV
STOPPING = 90.0           # eV/nm, rough typical value
DENSITY = 5.9             # g/cm3, rough typical value
ROW_SPACING = 0.3         # nm, rough spacing of Ga atoms in a row
CUT = 0.1                 # rad, hardest kick that is counted
DEPTHS = np.array([250.0, 500.0, 1000.0])
X = DEPTHS[-1]

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9   # nm
MASS_RATIO = sc.m_e / sc.m_p
MOLAR_MASS = 2 * 69.723 + 3 * 15.999                   # g/mol
units_per_nm3 = DENSITY / MOLAR_MASS * sc.N_A * 1e-21
NAMES = ["Ga", "O"]
Z = np.array([31.0, 8.0])
ATOM_MASS = np.array([69.723, 15.999]) * sc.atomic_mass / sc.m_p
N_ATOMS = units_per_nm3 * np.array([2.0, 3.0])
A = 0.8853 * BOHR / Z ** (1 / 3)


def kick_scale(energy):
    return Z * COULOMB / (energy * A)


def nearest_passage(energy, cut):
    """b/a at which the kick equals the cut, for each element."""
    return np.array([brentq(lambda u: np.log(k1(u) * t / cut), 1e-5, 20)
                     for t in kick_scale(energy)])


def soft_sum(u):
    """Closed form of the integral of t*K1(t)^2 from u to infinity."""
    return 0.5 * u**2 * (k0(u) * kn(2, u) - k1(u) ** 2)


def strength_parts(energy, cut):
    u = nearest_passage(energy, cut)
    return np.pi * N_ATOMS * (Z * COULOMB / energy) ** 2 * soft_sum(u)


def strength(energy, cut):
    return strength_parts(energy, cut).sum()


def hard_fraction(cut):
    b = nearest_passage(ENERGY, cut) * A
    return 1 - np.exp(-np.sum(N_ATOMS * np.pi * b**2) * X)


def strength_by_quadrature(weights, decays):
    """T from its definition, for a screening function sum w*exp(-d*r/a)."""
    total = 0.0
    for n, a, scale in zip(N_ATOMS, A, kick_scale(ENERGY)):
        def kick(u):
            return scale * sum(w * d * k1(d * u)
                               for w, d in zip(weights, decays))
        low = brentq(lambda u: np.log(kick(u) / CUT), 1e-5, 20)
        part = quad(lambda q: kick(np.exp(q)) ** 2 * np.exp(2 * q),
                    np.log(low), np.log(60.0), limit=200)[0]
        total += 0.5 * n * 2 * np.pi * a**2 * part
    return total


T = strength(ENERGY, CUT)
parts = strength_parts(ENERGY, CUT)
u_min = nearest_passage(ENERGY, CUT)
law = np.sqrt(T / 3) * DEPTHS**1.5

# ---------- test: scattering strength against its definition ----------
assert abs(strength_by_quadrature([1.0], [1.0]) / T - 1) < 1e-5

# ---------- test: one kick against a two-body trajectory ----------


def trajectory_angle(u, scale, atom_mass):
    """Ion of mass 1 and speed 1 passes a free atom; lengths in units of a."""
    def motion(_, s):
        d = s[0:2] - s[2:4]
        r = np.hypot(d[0], d[1])
        force = 0.5 * scale * np.exp(-r) * (1 / r + 1 / r**2) * d / r
        return np.concatenate([s[4:8], force, -force / atom_mass])
    start = [-12.0, u, 0, 0, 1.0, 0, 0, 0]
    end = solve_ivp(motion, (0, 24), start, method="DOP853",
                    rtol=1e-10, atol=1e-13, max_step=0.1).y[:, -1]
    return np.arctan2(end[5], end[4])


worst_kick = 0.0
for i in range(2):
    for u in (u_min[i], 0.3, 1.0):
        formula = kick_scale(ENERGY)[i] * k1(u)
        followed = trajectory_angle(u, kick_scale(ENERGY)[i], ATOM_MASS[i])
        worst_kick = max(worst_kick, abs(formula / followed - 1))
assert worst_kick < 0.01

# ---------- test: independence, by listing every pattern of signs ----------
free, locked = [], []
for count in (4, 16):
    arms = count - (np.arange(count) + 0.5)
    signs = 2 * ((np.arange(2**count)[:, None] >> np.arange(count)) & 1) - 1
    free.append(np.std(signs @ arms))
    locked.append(np.std([arms.sum(), -arms.sum()]))
    assert abs(free[-1] / np.sqrt(count**3 / 3) - 1) < 0.01
exponent_free = np.log(free[1] / free[0]) / np.log(4)
exponent_locked = np.log(locked[1] / locked[0]) / np.log(4)
assert abs(exponent_free - 1.5) < 0.01
assert abs(exponent_locked - 2) < 1e-9

# ---------- test: Monte Carlo in three dimensions ----------


def follow_ions(number, rng):
    b_low, b_high = u_min * A, 3.0 * A   # farther passages: about 0.1% of T
    rates = N_ATOMS * np.pi * (b_high**2 - b_low**2)
    scale = kick_scale(ENERGY)
    x, y, z = np.zeros((3, number))
    ux, uy, uz = np.ones(number), np.zeros(number), np.zeros(number)
    places = np.zeros((len(DEPTHS), 2, number))
    angles = np.zeros((2, number))
    while x.min() < X:
        flight = rng.exponential(1 / rates.sum(), number)
        x_new = x + flight * ux
        for j, plane in enumerate(DEPTHS):
            m = np.nonzero((x < plane) & (x_new >= plane))[0]
            if m.size:
                step = (plane - x[m]) / ux[m]
                places[j, 0, m] = y[m] + step * uy[m]
                places[j, 1, m] = z[m] + step * uz[m]
                if j == len(DEPTHS) - 1:
                    angles[0, m] = np.arctan2(uy[m], ux[m])
                    angles[1, m] = np.arctan2(uz[m], ux[m])
        x, y, z = x_new, y + flight * uy, z + flight * uz
        kind = (rng.random(number) > rates[0] / rates.sum()).astype(int)
        b = np.sqrt(b_low[kind] ** 2 + rng.random(number)
                    * (b_high[kind] ** 2 - b_low[kind] ** 2))
        turn = scale[kind] * k1(b / A[kind])
        around = 2 * np.pi * rng.random(number)
        c, s = np.cos(turn), np.sin(turn)
        p, q = s * np.cos(around), s * np.sin(around)
        h = np.hypot(ux, uy)
        ux, uy, uz = (c * ux - p * uy / h - q * uz * ux / h,
                      c * uy + p * ux / h - q * uz * uy / h,
                      c * uz + q * h)
    return places, angles


places, angles = follow_ions(10000, np.random.default_rng(7))
simulated = np.sqrt(np.mean(places**2, axis=(1, 2)))
simulated_angle = np.sqrt(np.mean(angles**2))
exponent_mc = np.log(simulated[-1] / simulated[0]) / np.log(X / DEPTHS[0])
inside = np.mean(np.abs(places[-1]) < simulated[-1])
# tolerances: several statistical errors of about 1 to 2 percent
assert np.all(np.abs(simulated / law - 1) < 0.06)
assert abs(simulated_angle / np.sqrt(T * X) - 1) < 0.05
assert abs(exponent_mc - 1.5) < 0.05

# ---------- test: constant stopping does not keep the law ----------


def simple_variance(f):
    """Variance / (T0 (E0/S)^3) for T ~ 1/E^2; f: fraction of energy lost."""
    q = 1 - f
    return 1 - q**2 + 2 * q * np.log(q)


def slowed_rms(depth):
    """Constant stopping, with the full energy dependence of T."""
    return np.sqrt(quad(lambda s: strength(ENERGY - STOPPING * s, CUT)
                        * (depth - s) ** 2, 0, depth)[0])


for f in (0.09, 0.5):
    direct = quad(lambda s: (f - s) ** 2 / (1 - s) ** 2, 0, f)[0]
    assert abs(simple_variance(f) / direct - 1) < 1e-8
small = 0.01
assert abs(simple_variance(small) / (small**3 / 3) - 1 - small / 2) < 1e-4
lost = STOPPING * X / ENERGY
rise = slowed_rms(X) / law[-1] - 1
assert 0.6 < rise / (lost / 4) < 1.1
half = 0.5 * ENERGY / STOPPING
up, down = 1.01, 0.99
exponent_simple = 0.5 * np.log(simple_variance(0.5 * up)
                               / simple_variance(0.5 * down)) / np.log(up / down)
exponent_full = (np.log(slowed_rms(half * up) / slowed_rms(half * down))
                 / np.log(up / down))
assert exponent_simple > 1.6 and exponent_full > 1.55

# ---------- test: bound on kicks from free electrons at rest ----------
chi = np.linspace(0.02, np.pi, 200)
share = MASS_RATIO / (1 + MASS_RATIO)
vx, vy = 1 - share + share * np.cos(chi), share * np.sin(chi)
loss_fraction = 1 - vx**2 - vy**2
assert np.all(np.arctan2(vy, vx) ** 2 <= 1.01 * MASS_RATIO * loss_fraction)
T_electrons = 0.5 * MASS_RATIO * STOPPING / ENERGY

# ---------- other neglected effects ----------
T_moliere = strength_by_quadrature([0.35, 0.55, 0.10], [0.3, 1.2, 6.0])
speed = np.sqrt(2 * ENERGY * sc.e / sc.m_p)
kappa = 2 * Z * sc.alpha * sc.c / speed   # p*b*theta/hbar = kappa*u*K1(u)
u_quantum = np.array([brentq(lambda u: g * u * k1(u) - 1, 1e-4, 20)
                      for g in kappa])
quantum_share = np.sum(parts * soft_sum(u_quantum) / soft_sum(u_min)) / T
row_angle = np.sqrt(2 * Z[0] * COULOMB / (ENERGY * ROW_SPACING))

# ---------- output ----------
print(f"proton energy: {ENERGY/1e6:.1f} MeV")
print(f"stopping power (rough input): {STOPPING:.0f} eV/nm")
print(f"density (rough input): {DENSITY:.1f} g/cm3")
print(f"hardest counted kick: {CUT:.2f} rad")
print(f"k = e^2/(4 pi eps0): {COULOMB:.4f} eV nm")
for i, name in enumerate(NAMES):
    print(f"{name}: atoms per volume: {N_ATOMS[i]:.2f} nm^-3")
    print(f"{name}: screening length a: {A[i]:.5f} nm")
    print(f"{name}: kick scale Zk/(Ea): {kick_scale(ENERGY)[i]*1e3:.3f} mrad")
    print(f"{name}: u_m = b/a at the cut: {u_min[i]:.5f}")
    print(f"{name}: J(u_m): {soft_sum(u_min[i]):.3f}")
    print(f"{name}: part of T: {parts[i]*1e6:.4f} mrad^2/nm")
print(f"T: {T*1e6:.4f} mrad^2/nm")
for d, w, s in zip(DEPTHS, law, simulated):
    print(f"x = {d:.0f} nm: y_rms law {w:.2f} nm, Monte Carlo {s:.2f} nm")
print(f"projected rms angle at {X:.0f} nm, law: {np.sqrt(T*X)*1e3:.1f} mrad")
print(f"same, Monte Carlo: {simulated_angle*1e3:.1f} mrad")
print(f"Monte Carlo exponent, 250 to 1000 nm: {exponent_mc:.3f}")
print(f"Monte Carlo fraction within one rms at {X:.0f} nm: {inside:.3f}")
print(f"exponent, independent signs, 4 to 16 kicks: {exponent_free:.3f}")
print(f"exponent, fully correlated signs: {exponent_locked:.3f}")
print(f"largest error of kick formula vs trajectory: {worst_kick*100:.2f} %")
print(f"energy lost by {X:.0f} nm: {lost*100:.1f} %")
print(f"rise of y_rms by slowing, estimate f/4: {lost/4*100:.2f} %")
print(f"rise of y_rms by slowing, full T(E): {rise*100:.2f} %")
print(f"depth at half energy, constant stopping: {half:.0f} nm")
print(f"local exponent there, T ~ 1/E^2: {exponent_simple:.3f}")
print(f"local exponent there, full T(E): {exponent_full:.3f}")
for cut in (0.05, CUT, 0.2):
    width = np.sqrt(strength(ENERGY, cut) / 3) * X**1.5
    print(f"cut {cut:.2f} rad: y_rms {width:.2f} nm at {X:.0f} nm, "
          f"ions left out {hard_fraction(cut)*100:.2f} %")
print(f"change of y_rms with Moliere screening: "
      f"{(np.sqrt(T_moliere/T)-1)*100:+.1f} %")
print(f"electron kicks, upper bound relative to T: {T_electrons/T*100:.1f} %")
print(f"share of T where classical path is doubtful: {quantum_share*100:.2f} %")
print(f"Ga row spacing (rough input): {ROW_SPACING:.1f} nm")
print(f"critical angle for channelling: {np.degrees(row_angle):.2f} degrees")
print("all good")
```

Running it gives:

```
proton energy: 1.0 MeV
stopping power (rough input): 90 eV/nm
density (rough input): 5.9 g/cm3
hardest counted kick: 0.10 rad
k = e^2/(4 pi eps0): 1.4400 eV nm
Ga: atoms per volume: 37.91 nm^-3
Ga: screening length a: 0.01491 nm
Ga: kick scale Zk/(Ea): 2.993 mrad
Ga: u_m = b/a at the cut: 0.02988
Ga: J(u_m): 3.129
Ga: part of T: 0.7425 mrad^2/nm
O: atoms per volume: 56.87 nm^-3
O: screening length a: 0.02342 nm
O: kick scale Zk/(Ea): 0.492 mrad
O: u_m = b/a at the cut: 0.00492
O: J(u_m): 4.931
O: part of T: 0.1169 mrad^2/nm
T: 0.8594 mrad^2/nm
x = 250 nm: y_rms law 2.12 nm, Monte Carlo 2.09 nm
x = 500 nm: y_rms law 5.98 nm, Monte Carlo 5.93 nm
x = 1000 nm: y_rms law 16.93 nm, Monte Carlo 16.84 nm
projected rms angle at 1000 nm, law: 29.3 mrad
same, Monte Carlo: 29.2 mrad
Monte Carlo exponent, 250 to 1000 nm: 1.507
Monte Carlo fraction within one rms at 1000 nm: 0.740
exponent, independent signs, 4 to 16 kicks: 1.505
exponent, fully correlated signs: 2.000
largest error of kick formula vs trajectory: 0.23 %
energy lost by 1000 nm: 9.0 %
rise of y_rms by slowing, estimate f/4: 2.25 %
rise of y_rms by slowing, full T(E): 1.99 %
depth at half energy, constant stopping: 5556 nm
local exponent there, T ~ 1/E^2: 1.699
local exponent there, full T(E): 1.660
cut 0.05 rad: y_rms 15.06 nm at 1000 nm, ions left out 9.81 %
cut 0.10 rad: y_rms 16.93 nm at 1000 nm, ions left out 2.57 %
cut 0.20 rad: y_rms 18.62 nm at 1000 nm, ions left out 0.65 %
change of y_rms with Moliere screening: -1.1 %
electron kicks, upper bound relative to T: 2.9 %
share of T where classical path is doubtful: 0.17 %
Ga row spacing (rough input): 0.3 nm
critical angle for channelling: 0.99 degrees
all good
```
